Induced Dipoles: Why Jacobi Can Diverge While Conjugate Gradients Converge

A charge is injected above a thin layer of polarizable molecules. Each molecule acquires a dipole, each dipole changes the field at all the others, and the energy that stabilizes the charge depends on the self-consistent result. The obvious calculation repeats the physical story: find the dipoles from the present field, recompute the field, and continue. Suppose the dipoles then grow without limit. Has the layer reached a polarization catastrophe, where its linear response becomes unstable, or has the calculation failed on a stable layer? The two cases can be told apart, and the distinction leads to a better solver.

**The energy and the naive scheme**

Let site i have an isotropic polarizability α_i > 0. Charge is measured in e, length in Å, field in e/Å², dipole in e Å and polarizability in Å³, with Coulomb energy q₁q₂/r. A dipole μ_j produces at site i the field T_ij μ_j, where

T_ij = (3nnᵀ − 1)/r³,  T_ii = 0,

r is the distance between the sites and n the unit vector joining them. The interaction energy of the pair is −μ_iᵀT_ijμ_j. Creating an induced dipole costs μ_i²/(2α_i). Collect all components in one vector μ, let E be the external field at the sites, and let D be the diagonal matrix with entries 1/α_i. The energy is

U(μ) = ½μᵀAμ − μᵀE,  A = D − T.

The factor ½ before T makes each pair count once. Since A is symmetric, setting the gradient Aμ − E to zero gives

Aμ* = E.

For a trial vector μ = μ* + e,

U(μ) = U(μ*) + eᵀ(Aμ* − E) + ½eᵀAe = U* + ½eᵀAe.

The solution is therefore a unique minimum precisely when A is positive definite. This is the stability condition of the model. When an eigenvalue of A reaches zero, a dipole pattern costs no energy: that is the polarization catastrophe.

The naive scheme, Jacobi iteration, is

μ_{k+1} = D⁻¹(E + Tμ_k).

Subtracting μ* = D⁻¹(E + Tμ*) gives e_{k+1} = D⁻¹Te_k. Since E + Tμ_k = Dμ_k − ∇U(μ_k), the rule is μ_{k+1} = μ_k − D⁻¹∇U(μ_k). The step points downhill, but its length is fixed without consulting the energy, so it can overshoot and end higher than it began.

**What Jacobi really requires**

Define the scaled error y = D^(1/2)e and the symmetric matrix

S = D^(−1/2) T D^(−1/2).

Multiplying the error equation by D^(1/2) gives

y_{k+1} = D^(−1/2)Te_k = Sy_k.

Let S have orthonormal eigenvectors v_j with eigenvalues s_j, and write y_0 = Σ c_j v_j. Then

y_k = Σ c_j s_j^k v_j.

Jacobi converges for every start and source if and only if −1 < s_j < 1 for every j. Stability asks for less, because

eᵀAe = yᵀ(I − S)y = Σ (1 − s_j)(component of y along v_j)².

Thus A is positive definite if and only if every s_j < 1. In the same way D + T is positive definite if and only if every s_j > −1. Hence:

Jacobi converges for all data ⇔ D − T and D + T are both positive definite.

Jacobi convergence for all data implies stability, but stability does not imply Jacobi convergence. The missing condition concerns D + T, the energy matrix with all dipole interactions reversed, which is not the energy of the system.

This criterion was tested on 400 clusters of five sites near the corners of a unit cube, with unequal polarizabilities. The eigenvalues of the unsymmetrized matrix D⁻¹T were compared with the definiteness of D − T and D + T. The spectral radius of D⁻¹T was below 1 for 182 clusters and not below 1 for 38 stable ones, and 180 were unstable. The criterion held each time; the proportions reflect the chosen sampling range.

The physical character of the dangerous modes follows from the exact response. With f = D^(−1/2)E, the component of the scaled solution along v_j is

(v_jᵀf)/(1 − s_j).

As s_j approaches 1 from below, the response grows: the mode is soft. If s_j < −1, the response is divided by more than 2: the mode is stiff, because the dipoles oppose one another's polarization. Jacobi lets every site answer the old field at full strength. In a stiff mode the correction is 1 − s_j times as large as the error it should remove, hence more than twice as large, so the new error is larger than the old one and has the opposite sign. The energy error shows the same growth:

U(μ_k) − U* = ½ Σ (1 − s_j)s_j^(2k)c_j².

**Three sites are enough**

Two sites cannot separate the conditions. Their S has zero diagonal blocks and off-diagonal blocks B and Bᵀ. If (u, v) has eigenvalue s, then (u, −v) has eigenvalue −s. The spectrum is symmetric, so −1 and +1 are reached together.

Now place three equal sites on an equilateral triangle of side r. At each site use the outward radial unit vector e_i, the counterclockwise tangential vector t_i, and the normal to the plane. For neighbouring sites 1 and 2, with n pointing from 1 to 2,

n·e₁ = −√3/2, n·e₂ = √3/2, n·t₁ = n·t₂ = 1/2,
e₁·e₂ = t₁·t₂ = −1/2, e₁·t₂ = −√3/2, t₁·e₂ = √3/2.

The in-plane elements of r³T₁₂ are therefore

radial–radial: 3(−3/4) + 1/2 = −7/4,
tangential–tangential: 3(1/4) + 1/2 = 5/4,
radial–tangential: −3√3/4 + √3/2 = −√3/4,
tangential–radial: 3√3/4 − √3/2 = √3/4.

Let C be the 2×2 matrix of these elements. By rotation symmetry, each site couples to the next through C and to the previous one through Cᵀ. If the amplitudes acquire a factor w from one site to the next, with w³ = 1, the eigenvalues of r³T are those of wC + w*Cᵀ.

For w = 1 the off-diagonal elements cancel. The radial mode has eigenvalue 2(−7/4) = −7/2, the tangential mode 2(5/4) = 5/2. For the two complex values of w, w + w* = −1 and w − w* = ±i√3. The diagonal elements become 7/4 and −5/4, and the off-diagonal elements are ∓3i/4 and ±3i/4. The trace is 1/2 and the determinant is −35/16 − 9/16 = −11/4, so

λ² − λ/2 − 11/4 = 0,  λ = (1 ± 3√5)/4,

each occurring twice. Normal dipoles couple through −1/r³. Their eigenvalues are −(w + w*), namely −2 once and 1 twice.

The extremes of r³T are −7/2 and 5/2. Since S = αT here, stability requires α/r³ < 2/5, whereas Jacobi convergence for all data requires α/r³ < 2/7. Therefore

2/7 < α/r³ < 2/5

is a window in which A is positive definite and Jacobi diverges whenever the initial error contains the radial mode. At 2/7 itself that error alternates without shrinking.

**Watching the overshoot**

Take the round values r = 3 Å and α = 9 Å³. Then α/r³ = 1/3 lies inside the window; at this r its edges are α = 7.714 and 10.8 Å³. The extreme values of s are −7/6 and 5/6. The smallest eigenvalue of A is (1 − 5/6)/9 = 0.0185 Å⁻³, safely positive.

Put a charge of 0.1 e at the centroid, a distance r/√3 from each site. The outward field is

E = 0.1 × 3/3² = 0.03333 e/Å².

It excites the radial mode alone. With m_k the radial dipole on each site, Jacobi becomes

m_{k+1} = αE − (7α/2r³)m_k = 0.3 − (7/6)m_k.

The exact dipole is m* = 0.3/(1 + 7/6) = 0.1385 e Å, or 0.665 D. Starting from zero,

m_k = m*[1 − (−7/6)^k].

The successive values are 0.300, −0.050, 0.358 and −0.118 e Å; at step 20 the dipole is −2.883 e Å. Yet the exact response is smaller than the 0.300 e Å of isolated sites. At the solution U* = −½μ*ᵀE = −½ × 3 × 0.1385 × 0.03333 e²/Å, which is −0.0997 eV. The divergence comes from a mode that resists polarization.

A source without the radial mode can hide the problem. In a uniform in-plane field the sums of the radial and of the tangential field components vanish, so only the modes with λ = (1 ± 3√5)/4 are driven. Their largest |s| is 1.927/3 = 0.642, and Jacobi converges in exact arithmetic. In finite precision the relative error of the dipoles fell to 2.9 × 10⁻¹² at step 60, but reached about 10⁹ at step 400 (2.4 × 10⁹ in this run; the figure depends on the rounding). Rounding had introduced a trace of the unstable mode, which then grew by 7/6 per step.

**First repair: shorten the step**

Since the correction is too long, take a fraction ω of it:

μ_{k+1} = (1 − ω)μ_k + ωD⁻¹(E + Tμ_k).

Each mode of the error is now multiplied by 1 − ω(1 − s_j). For a stable system every 1 − s_j is positive, so convergence requires

0 < ω < 2/(1 − s_min).

A suitable ω therefore exists for every stable finite system. If some s_j ≥ 1, no positive ω works, because that factor is at least 1.

The best fixed ω makes the factors at the two ends of the spectrum equal in size and opposite in sign:

1 − ω(1 − s_max) = −[1 − ω(1 − s_min)].

Solving for ω and inserting it gives

ω = 2/(2 − s_min − s_max),
largest factor = (s_max − s_min)/(2 − s_min − s_max).

For the triangle the limit is ω = 12/13, and the best value is 6/7, with a largest factor also of 6/7. The scheme is safe but slow, and choosing ω requires knowledge of the spectrum. A single step length must serve both stiff and soft modes.

**Second repair: let the energy choose the steps**

For a stable system U is a bowl. Its downhill direction is the residual

g_k = E − Aμ_k.

Along any direction p_k, set μ_{k+1} = μ_k + a_kp_k. Making dU/da_k vanish gives

a_k = p_kᵀg_k/(p_kᵀAp_k),  g_{k+1} = g_k − a_kAp_k.

This removes the guessed step length. To keep a new step from spoiling earlier minimizations, we also require p_iᵀAp_k = 0 for i < k. Start with p_0 = g_0 and try

p_{k+1} = g_{k+1} + b_kp_k.

Suppose that the directions up to p_k are conjugate in this sense and the residuals up to g_k are mutually orthogonal, with g_k orthogonal to all earlier directions. For i < k,

p_iᵀg_{k+1} = p_iᵀg_k − a_kp_iᵀAp_k = 0,

and p_kᵀg_{k+1} = 0 by the choice of a_k. Thus g_{k+1} is orthogonal to all earlier directions. It is also orthogonal to all earlier residuals, which are combinations of those directions.

Next examine p_iᵀAp_{k+1} = (Ap_i)ᵀg_{k+1} + b_kp_iᵀAp_k. For i < k the second term vanishes, and so does the first because Ap_i = (g_i − g_{i+1})/a_i. For i = k we need

b_k = −g_{k+1}ᵀAp_k/(p_kᵀAp_k).

Here g_{k+1}ᵀAp_k = −|g_{k+1}|²/a_k. Also p_kᵀg_k = |g_k|², since p_k differs from g_k by a multiple of p_{k−1}, which is orthogonal to g_k. Hence p_kᵀAp_k = |g_k|²/a_k, and

a_k = |g_k|²/(p_kᵀAp_k),  b_k = |g_{k+1}|²/|g_k|².

This completes the induction and gives the conjugate-gradient method, CG. Each step needs one new product with A, hence one evaluation of the dipole fields, as in Jacobi.

By the recurrences for g and p, the directions p_0, …, p_(k−1) are combinations of the k vectors g_0, Ag_0, …, A^(k−1)g_0. Being nonzero and conjugate, they are linearly independent, so they span the same space. After k steps μ_k − μ_0 lies in this space and the residual is orthogonal to it. Because U is convex, μ_k minimizes U over all vectors obtained by adding a member of this space to μ_0. Since g_0 = −Ae_0, every such vector has an error P(A)e_0, where P is a polynomial of degree at most k with P(0) = 1. CG selects the polynomial with the lowest energy error. For equal polarizabilities Jacobi uses the fixed choice P(λ) = (1 − αλ)^k, so from the same start CG cannot have a larger energy error at the same step in exact arithmetic. For unequal polarizabilities the same comparison holds if CG is applied to the scaled equation (I − S)x = f, with μ = D^(−1/2)x.

Two consequences follow. If A has d distinct eigenvalues λ_i, the polynomial Π(1 − λ/λ_i) annihilates every error component, so CG finishes in at most d steps in exact arithmetic. For a bound at earlier steps, let κ = λ_max/λ_min and let C_k be the Chebyshev polynomial, which satisfies |C_k(x)| ≤ 1 for |x| ≤ 1. Choose

P(λ) = C_k[(λ_max + λ_min − 2λ)/(λ_max − λ_min)]/C_k[(κ + 1)/(κ − 1)].

Write (κ + 1)/(κ − 1) = cosh t. Then e^t = (√κ + 1)/(√κ − 1), and the denominator is cosh(kt) ≥ e^(kt)/2. With ‖e‖_A = (eᵀAe)^(1/2),

‖e_k‖_A ≤ 2[(√κ − 1)/(√κ + 1)]^k‖e_0‖_A.

For equal polarizabilities the best damped Jacobi factor is (κ − 1)/(κ + 1). The square roots are the gain in the guaranteed rate.

**The same triangle with every mode present**

Keep the triangle and move the 0.1 e charge to (0.5, 0.3, 1.5) Å, measured from the centroid with one site on the x axis. The exact polarization energy is −46.62 meV. Both methods start from zero dipoles, where U = 0 and the energy error is 46.62 meV.

After one step the error is 32.84 meV for Jacobi and 4.58 meV for CG. After three steps it is 43.38 and 0.125 meV; after five, 77.3 and 0.0084 meV. Jacobi improves at first because its decaying modes shrink, but the radial contribution grows by (7/6)² = 49/36 per step and takes over. At step 40 the energy error is 3.7 × 10³ eV.

The triangle has nine dipole components but six distinct eigenvalues. The CG residual relative to the source is 4.7 × 10⁻³ after five steps and 7 × 10⁻¹⁶ after six: finite termination, down to rounding.

**A layer that outgrows Jacobi**

Consider square patches with spacing a = 4 Å and α = 10 Å³, both held fixed as the patch grows. Any dipole pattern on a small patch can be placed on a larger one by setting the added dipoles to zero, without changing xᵀSx/xᵀx. The minimum of this quotient cannot rise and its maximum cannot fall, so adding sites can only widen the interval from s_min to s_max.

From 2×2 through 4×4 and 8×8 to 16×16 sites, s_min is −0.579, −0.789, −1.027 and −1.204, while s_max is 0.524, 0.682, 0.760 and 0.786. Jacobi converges for the first two patches and diverges for the last two, although all four are stable. These sizes alone do not establish stability for an infinite layer.

In the 16×16 patch the most negative mode consists of parallel dipoles normal to the layer. Each produces a field −μ/r³ at its neighbours, opposing their polarization. Since all dipoles of this mode have the same sign, a uniform field normal to the layer drives it, and it is the mode that Jacobi handles worst. In a normal field of 0.1 V/Å the exact mean dipole is 0.159 D, against 0.334 D for an isolated site. After many steps Jacobi's changes grow by a factor 1.204 per step, equal to |s_min|.

Starting from zero and stopping when the residual is 10⁻¹⁰ of the source, CG needs 15 steps and damped Jacobi needs 118 with ω = 0.827, the fixed value that minimizes the largest factor over the whole spectrum. For a 0.1 e charge 2.5 Å above the layer, at in-plane position (3, 5) Å from the patch centre, the counts are 33 and 111. The uniform field drives only normal modes with the symmetry of the square, whereas the charge has no such restriction. Whether this causes the larger CG count was not tested. Nor is 0.827 the best ω for each source separately: the normal field leaves the soft in-plane modes undriven, so a smaller ω shortens its damped run considerably. Such tuning requires knowing which modes the source excites; CG needs no such knowledge.

**Using the solver as a diagnostic**

CG offers a warning that the mere divergence of Jacobi does not. If any direction gives pᵀAp ≤ 0, A is not positive definite and the run should stop. For the triangle at α = 12.15 Å³, beyond the catastrophe, the normalized tangential pattern gives 1/12.15 − 2.5/27 = −0.0103 Å⁻³. The converse fails: at this α a centroid charge drives only the radial mode, whose curvature is positive, and CG finishes in one step without noticing the instability. Stability can be established from the smallest eigenvalue of A or by a Cholesky factorization.

Near the catastrophe a small residual also needs care. Since e = −A⁻¹g, |e| ≤ |g|/λ_min, and a soft mode may hide a large dipole error behind a small residual.

These parameters describe strongly coupled models, not measured materials. A polarizability of 10 Å³ is roughly that of a small aromatic molecule, for which a point dipole at 4 Å spacing is crude. The field of 0.1 V/Å, or 10⁹ V/m, is very high for a device, and the centroid charge is stronger still: 0.0333 e/Å² is 0.48 V/Å. A whole elementary charge at these distances would give ten times the fields of the 0.1 e sources, where linear response is not to be trusted. In this linear model the size of the source does not affect convergence. Real charge clouds overlap, which weakens the short-range coupling. If this multiplied every T_ij in the triangle by 0.8, s_min would change from −1.17 to −0.93 and Jacobi would converge. Real damping depends on distance and direction, so this only indicates the sensitivity, and in the triangle it understates it. Exponential Thole damping with u = 0.39r³/α = 1.17 multiplies the 1/r³ term by 1 − exp(−u) = 0.69 and the 3nnᵀ term by 1 − (1 + u)exp(−u) = 0.33. The most negative value is then s = −2 × 0.69/3 = −0.46, from the normal mode. The window found for the triangle belongs to undamped point dipoles. The same damping leaves the more widely spaced 16×16 patch at s_min ≈ −1.15, still beyond Jacobi's limit. Electrode images, charge transfer and nonlinear polarization are also omitted; electrode images change both the source field E and T, including its zero diagonal blocks, and nonlinear polarization replaces the quadratic energy on which the CG proof rests. The numerical output below gives the remaining digits.

Numbers as computed

```
random clusters, Jacobi convergent: 182
random clusters, stable but Jacobi divergent: 38
random clusters, A not positive definite: 180
triangle: side 3.0 A, alpha 9.0 A^3, alpha/r^3 0.3333
triangle r^3*T eigenvalues: -3.5000 -2.0000 -1.4271 -1.4271 1.0000 1.0000 1.9271 1.9271 2.5000
triangle Jacobi threshold alpha: 7.7143 A^3
triangle catastrophe threshold alpha: 10.8000 A^3
triangle s_min -1.16667, s_max 0.83333, kappa 13.000
smallest eigenvalue of A: 0.018519 A^-3
centroid charge 0.1 e: field at each site 0.033333 e/A^2
exact radial dipole: 0.138462 e A = 0.6651 D
polarization energy: -0.09969 eV
Jacobi radial dipole, step 1: 0.300000 e A
Jacobi radial dipole, step 2: -0.050000 e A
Jacobi radial dipole, step 3: 0.358333 e A
Jacobi radial dipole, step 4: -0.118056 e A
Jacobi radial dipole, step 20: -2.883333 e A
off-centre charge 0.1 e at [0.5, 0.3, 1.5] A
exact polarization energy: -0.046619 eV
energy error, step 0: Jacobi 4.662e-02 eV, CG 4.662e-02 eV
energy error, step 1: Jacobi 3.284e-02 eV, CG 4.582e-03 eV
energy error, step 2: Jacobi 3.477e-02 eV, CG 1.126e-03 eV
energy error, step 3: Jacobi 4.338e-02 eV, CG 1.254e-04 eV
energy error, step 4: Jacobi 5.735e-02 eV, CG 3.792e-05 eV
energy error, step 5: Jacobi 7.731e-02 eV, CG 8.387e-06 eV
energy error, step 6: Jacobi 1.049e-01 eV, CG 1.480e-32 eV
energy error, step 40: Jacobi 3.736e+03 eV
CG relative residual: step 5 4.65e-03, step 6 6.82e-16
triangle damping: limit 0.92308, best 0.85714, radius 0.85714
uniform in-plane field, Jacobi relative error: step 60 2.9e-12, step 400 2.4e+09
tangential curvature at alpha 12.15 A^3: -0.010288 A^-3
monolayer: spacing 4.0 A, alpha 10.0 A^3, alpha/a^3 0.15625
patch 2x2: s_min -0.57924, s_max 0.52399
patch 4x4: s_min -0.78940, s_max 0.68218
patch 8x8: s_min -1.02713, s_max 0.76035
patch 16x16: s_min -1.20430, s_max 0.78645
16x16 most negative mode: normal weight 1.000000, all dipoles parallel: True
16x16 kappa 10.322, best damping 0.82718
layer sources: normal field 0.1 V/A; charge 0.1 e at [3.0, 5.0, 2.5] A
normal field: CG steps 15, damped Jacobi steps 118, Jacobi growth per step 1.20430
normal field: mean dipole 0.15850 D, isolated-site dipole 0.33356 D
injected charge: CG steps 33, damped Jacobi steps 111, Jacobi growth per step 1.20430
```
